# Where Adatoms Are First Buried Under a Uniform Surfactant Layer, part 2

An atom lands on a surfactant layer, diffuses over it, and is buried when it changes places with a surfactant atom. The question is how far from its landing point this happens. "Burial" means the first exchange, unless later returns to the top are considered explicitly.

The model assumes a uniform, unbounded layer, isotropic diffusion and a constant exchange rate $k$ (dimension 1/time). The atom meets no other adatom and does not desorb, and the burial length $\lambda$ is much larger than the spacing of adsorption sites. The diffusion coefficient $D$ (dimension length²/time) is defined so that a free atom has mean-square displacement $\langle r^2\rangle=4Dt$ in the plane after time $t$, or $2Dt$ along each axis. The mean time on top is $1/k$, and the burial length is

$$\lambda=\sqrt{D/k}.$$

The probability per unit area of first burial at distance $r$ from the landing point, and the probability of first burial beyond a distance $R$, are

$$p(r)=\frac{K_0(r/\lambda)}{2\pi\lambda^2},\qquad P(r>R)=\frac R\lambda K_1\!\left(\frac R\lambda\right).$$

The first of these is the "$K_0$ map". Here $K_0$ is the modified Bessel function of the second kind and order zero,

$$K_0(x)=\int_0^\infty e^{-x\cosh u}\,du\qquad(x>0),$$

and $K_1=-K_0'$. In these functions $x=r/\lambda$ is a dimensionless distance; where $x$ is called a coordinate, it is a position along one axis.

The density of burial distances, $2\pi r\,p(r)$, is greatest where $K_0(x)=xK_1(x)$. The mean burial distance is $\pi\lambda/2$ and the mean square is $4\lambda^2$. A tilde marks a Fourier transform, $\mathbf q$ is the wave vector and $q$ its magnitude; the transform of $p$ is $1/(1+\lambda^2q^2)$. The temperature is $T$.

## 10. From barriers to the burial length

Adatoms hop between sites. Take a triangular lattice of sites with spacing $a$, and let $\Gamma$ be the total hop rate, summed over the six directions. Successive hops are independent and each direction is as likely as its opposite, so cross terms average to zero and each hop adds $a^2$ to the mean-square displacement. After a time $t$ there have been $\Gamma t$ hops on average. Comparing $\Gamma ta^2$ with $4Dt$ gives

$$D=\frac{\Gamma a^2}{4},\qquad \lambda=\frac a2\sqrt{\frac\Gamma k}.$$

The mean number of hops before burial is the hop rate times the mean time on top, $\Gamma/k$.

Let both processes be thermally activated, $\Gamma=\nu e^{-E_d/k_BT}$ and $k=\nu e^{-E_x/k_BT}$. Here $E_d$ is the hop barrier, $E_x$ the exchange barrier and $k_B$ Boltzmann's constant, not to be confused with the rate $k$. The prefactor $\nu$ is taken to be the same for both, which is an assumption; otherwise the square root of the ratio of the prefactors multiplies $\lambda$. Then

$$\lambda=\frac a2\exp\!\left(\frac{E_x-E_d}{2k_BT}\right).$$

If exchange has the higher barrier, $\lambda$ shrinks on heating. Diffusion becomes faster, but burial speeds up by a larger factor. The difference of the barriers enters with a factor one half, because $\lambda$ is the square root of a ratio of rates.

## 11. Worked example: Ge on Sb-covered Si(111)

The parameters are rough typical values for Ge adatoms on a layer of Sb on Si(111): $a=0.384$ nm, $E_d=0.5$ eV, $E_x=0.8$ eV, $\nu=10^{13}$ s⁻¹ and $T=600$ K, so that $k_BT=0.0517$ eV. The rates are

$$\Gamma=10^{13}\,e^{-0.5/0.0517}=6.3\times10^{8}\ \text{s}^{-1},\qquad k=10^{13}\,e^{-0.8/0.0517}=1.9\times10^{6}\ \text{s}^{-1}.$$

An atom stays on top for 0.52 μs on average and makes about 331 hops. The diffusion coefficient is

$$D=\frac{6.31\times10^{8}\times0.384^2}{4}=2.3\times10^{7}\ \text{nm}^2/\text{s}=2.3\times10^{-7}\ \text{cm}^2/\text{s},$$

and the burial length is

$$\lambda=\sqrt{\frac{2.327\times10^{7}}{1.907\times10^{6}}}\ \text{nm}=3.5\ \text{nm},$$

or 9.1 site spacings. The mean burial distance is $\pi\lambda/2=5.5$ nm and the root-mean-square distance is $2\lambda=7.0$ nm.

Numerical evaluation of the Bessel functions gives the following profile.

| $r/\lambda$ | $p$ (nm⁻²) | buried beyond $r$ |
|---|---|---|
| 0.5 | 0.0121 | 0.83 |
| 1 | 0.0055 | 0.60 |
| 2 | 0.0015 | 0.28 |
| 4 | 0.00015 | 0.05 |

Finding the root of $K_0(x)=xK_1(x)$ numerically puts the most likely distance at 2.1 nm. Solving $xK_1(x)=0.5$ and $xK_1(x)=0.1$ in the same way gives a median of 4.4 nm and a radius of 11.2 nm that holds 90 percent of the burials. The most likely distance, the median and the mean differ by more than a factor of two between the first and the last, so a quoted "burial distance" needs to say which is meant.

## 12. How good is the continuum?

On the lattice, let $\tau(\mathbf R)$ be the mean total time that the atom spends at site $\mathbf R$ before burial. Arrivals and departures balance over the whole history:

$$(\Gamma+k)\,\tau(\mathbf R)=\delta_{\mathbf R,0}+\frac\Gamma6\sum_{\mathbf d}\tau(\mathbf R+\mathbf d),$$

where $\mathbf d$ runs over the six neighbour vectors. The probability of burial at the site is $k\tau(\mathbf R)$. A Fourier transform turns the sum into a factor:

$$k\tilde\tau(\mathbf q)=\frac{k}{k+\Gamma[1-\phi(\mathbf q)]},\qquad \phi(\mathbf q)=\frac16\sum_{\mathbf d}\cos(\mathbf q\cdot\mathbf d).$$

For wavelengths much longer than $a$, expand the cosine to second order. The sum of $(\mathbf q\cdot\mathbf d)^2$ over six directions $60^\circ$ apart is $3q^2a^2$ for every direction of $\mathbf q$, so $1-\phi\approx q^2a^2/4$. Dividing by $k$ then recovers $1/(1+\lambda^2q^2)$. This shows how a lattice with six discrete directions produces an isotropic burial map when $\lambda\gg a$.

The lattice equation was solved for the example by a discrete Fourier transform on a periodic patch of 400 by 400 sites. Between $0.5\lambda$ and $4\lambda$ the site probabilities differ from $p(r)$ times the area per site by at most 0.12 percent of the latter.

At the landing site the difference is larger. The lattice gives a burial probability of 0.0069. The continuum, integrated over a disk with the area of one site, gives 0.0058, which is 16 percent below the lattice value. Here the diffusion equation is being used on the scale of a single hop, where it has no claim to hold. The first stay alone, before any hop, contributes $k/(k+\Gamma)=1/332=0.0030$ to the lattice value. Less than one percent of the atoms are buried at this site, so the error matters little for the distribution as a whole.

## 13. Steps

A real terrace has edges. Consider straight parallel steps a distance $L$ apart that capture every adatom reaching them. Let $u(x)$ be the probability that an atom starting at coordinate $x$ is buried before it reaches a step. In a short time $dt$ it is buried with probability $k\,dt$; otherwise it moves by a random amount $\xi$ with mean zero and mean square $2D\,dt$. Hence

$$u(x)=k\,dt+(1-k\,dt)\,\langle u(x+\xi)\rangle,\qquad \langle u(x+\xi)\rangle=u+D\,u''\,dt .$$

Keeping terms of first order in $dt$ gives $0=k-ku+Du''$, or $\lambda^2u''-u+1=0$. With $u=0$ at $x=\pm L/2$ the solution is

$$u(x)=1-\frac{\cosh(x/\lambda)}{\cosh(L/2\lambda)} .$$

For atoms landing uniformly over the terrace, the fraction lost to the steps is the average of $1-u$:

$$\frac1L\int_{-L/2}^{L/2}\frac{\cosh(x/\lambda)}{\cosh(L/2\lambda)}dx=\frac{2\lambda}{L}\tanh\frac{L}{2\lambda}.$$

On a wide terrace this is $2\lambda/L$, as if all atoms landing within $\lambda$ of either edge were lost. On a terrace much narrower than $\lambda$ it tends to 1, and the $K_0$ map has no meaning. For $L=100$ nm the loss is $2\times3.49/100$, or 7 percent. Steps that reflect some of the atoms capture fewer. Even a step that reflects all of them changes the map: for a single landing point on a wide terrace it doubles the burial density at its edge, because the atoms that would have passed are turned back as if they came from a mirror-image landing point. For atoms landing uniformly, these changes add up to a burial density that stays uniform right to the edge.

## 14. Return to the top

A buried atom may exchange back. Let this happen at a rate $k_r$, let the atom reappear where it was buried, and let it stay still while buried. Let $P_t(t)$ be the probability of being on top. It obeys

$$\frac{dP_t}{dt}=-kP_t+k_r(1-P_t),\qquad P_t(0)=1,$$

with the solution

$$P_t=\frac{k_r}{k+k_r}+\frac{k}{k+k_r}\,e^{-(k+k_r)t}.$$

The atom moves while it is on top, so $d\langle r^2\rangle/dt=4D\,P_t$. Integration gives

$$\langle r^2\rangle=4D\left[\frac{k_r\,t}{k+k_r}+\frac{k}{(k+k_r)^2}\left(1-e^{-(k+k_r)t}\right)\right].$$

When $k_r\ll k$ and $t\gg1/k$, the exponential is gone and $k+k_r$ may be replaced by $k$:

$$\langle r^2\rangle\approx4\lambda^2(1+k_rt).$$

Here $k_rt$ is the mean number of returns. Each return starts a new excursion that adds another $4\lambda^2$.

With a rough return barrier of 1.6 eV and the same prefactor, $k_r=0.36$ s⁻¹ at 600 K. A buried atom stays down for 2.8 s on average, about five million times longer than it spent on top. The $K_0$ map is therefore well defined for an isolated atom observed after some microseconds and well before some seconds.

Growth takes longer than that. At one atom per site per minute, the time for a monolayer is 60 s, and the mean number of returns is $0.3636\times60=22$. An atom that nothing had bound would then have a root-mean-square distance of

$$2\lambda\sqrt{1+21.8}=33\ \text{nm}$$

instead of 7 nm. This is not a forecast of final positions, since islands and steps would bind many atoms during that time. It shows that in this example the first burial fixes the position in a complete monolayer only for atoms that are bound soon afterwards or that land near the end of growth.

## 15. Other neglected effects

**Earlier buried atoms.** The layer ceases to be uniform once atoms lie beneath it. On average one earlier buried atom lies within $\lambda$ of a new landing point when the coverage equals the area per site divided by $\pi\lambda^2$. The area per site is $\sqrt3a^2/2$, and the coverage is 0.0033 monolayers, reached after 0.20 s. By then an atom buried at the start has returned $0.36\times0.20=0.07$ times on average. The single-atom picture thus belongs to the first few tenths of a second of growth, or to a deposit of a few thousandths of a monolayer. How strongly a buried atom affects one passing above it is outside this model.

**Meetings on top.** In steady deposition the number of newly arrived floating adatoms per site is the arrival rate per site times the mean time on top: $(1/60)\times0.524\times10^{-6}=8.7\times10^{-9}$. Within a radius $2\lambda$ this amounts to about $10^{-5}$ other adatoms. Buried atoms that return to the top add to this. If none were bound, the total would be larger by the factor $1+k_rt$, which is about 23 at the end of the monolayer, and there would still be only about $2\times10^{-4}$ others within $2\lambda$. A given atom therefore rarely meets another, and the first-burial map is not disturbed. Rare meetings still accumulate. The separation of two floating atoms hops at $2\Gamma$ and ends at $2k$, the same ratio as for one atom. An atom arriving on top therefore reaches the site of another with probability about $n/0.0069$, where $n$ is the number of floating atoms per site and 0.0069 is the landing-site value of Section 12. Summed over a monolayer with unbound returns, this is about $2\times10^{-4}$ meetings per site, roughly one every 20 to 25 nm. If such meetings start islands, they matter for growth, which is outside this model.

**Desorption.** If atoms also leave the surface at a rate $k_d$, the total loss rate is $k+k_d$. The map keeps its shape with $\lambda=\sqrt{D/(k+k_d)}$, and a fraction $k_d/(k+k_d)$ of the atoms is never buried. With an assumed desorption barrier 0.3 eV above the exchange barrier and the same prefactor, this fraction is 0.3 percent. It refers to the time before first burial. An atom that is never bound runs the same risk on every return, which adds up to about 7 percent in 60 s at 600 K. A higher desorption barrier makes both losses smaller.

**Uncertain barriers.** This is an error of input, not of the model, but it is large. Raising $E_x$ by 0.05 eV with everything else fixed multiplies $\lambda$ by $\exp[0.05/(2\times0.0517)]=1.6$. If both barriers are off by that much in opposite senses, the factor is 2.6 either way, and $\lambda$ lies between 1.3 and 9.2 nm. If $\nu$ is the attempt rate for each of the six hop directions rather than for all of them together, $\lambda$ grows by $\sqrt6$ to 8.6 nm. With inputs as rough as these, $\lambda$ should be read as an order of magnitude, between about 1 and 10 nm.

## 16. Temperature, and the real system

Keep the barriers, the prefactors and the deposition rate fixed and change the temperature. At 500 K the burial length is 6.2 nm and the mean number of returns in 60 s is 0.045. At 700 K the burial length is 2.3 nm and the number of returns is about 1800. Cooling from 600 K to 500 K thus makes the first burial nearly permanent on the time scale of a monolayer, at the cost of a longer $\lambda$ and a greater loss to steps before first burial: 12 percent instead of 7 for absorbing steps 100 nm apart. The total loss over a monolayer can nevertheless be smaller at 500 K, because unbound atoms at 600 K return many times and may reach a step on any of these excursions. Heating makes the first burial more local but far less final.

Beside the real system, the example stands as follows. Antimony is an established surfactant for growing Ge on Si(111). The temperature of 600 K is chosen for illustration and is lower than is usual for this growth. With the same barriers at 870 K, $\lambda$ would be 1.4 nm, under four site spacings, and a buried atom would return after about $2\times10^{-4}$ s, so the first-burial map would say little about final positions. A real antimony layer is reconstructed, which changes the set of adsorption sites and, for chain-like structures, can make diffusion anisotropic; this is not included. The site spacing is that of the unreconstructed Si(111) surface. A full Ge bilayer holds two atoms per such site, so the assumed deposition rate is half a bilayer per minute. The barriers are rough values, and the equal prefactors are a convenience. Growth of a full monolayer breaks two assumptions. The layer does not stay uniform, since after 0.20 s a new arrival already has on average one earlier buried atom within $\lambda$; the effect of this on the map has not been estimated. Nor is burial final: without binding, returns would raise the root-mean-square distance from 7 nm to 33 nm within a minute at 600 K, and hotter growth increases the number of returns. Absorbing steps 100 nm apart take 7 percent of the atoms before their first burial. Each return gives an unbound atom another chance to reach a step. If nothing bound the atoms, the loss by the end of the monolayer would be about 25 percent at 600 K, averaged over landing times. Defects and domain boundaries in the antimony layer may offer easier exchange; they would make $k$ depend on position, and their effect has not been estimated.

The use of $\lambda$ as a guide to design follows from these conditions. To have nearly all atoms buried on the terrace before they reach a step, one needs $2\lambda/L\ll1$. For the $K_0$ map to describe where they remain as well, the buried atoms must also stay down for the time of interest, $k_rt\ll1$, or be bound soon after their first burial and close to it.

All numerical values are calculated from the stated model.
